Sputter-limited surface concentration in high-fluence ion implantation

**1. What dimensions and conservation fix**

Ions of fluence Φ (ions per unit area) enter a flat target of atomic density N, and each ion removes Y atoms. In the simplest model an implanted atom takes up no volume, so the host density stays at N and a layer of thickness

s = YΦ/N

has been sputtered away at fluence Φ. Time and beam current enter only through Φ, because nothing in the model has a rate of its own.

The implanted atoms do not affect one another in this model, so their concentration C is proportional to the number of ions delivered per unit of sputtered depth. That number is dΦ/ds = N/Y, which is already a concentration. The other quantities are lengths: the depth x below the present surface, the sputtered depth s, the mean range Rp and the straggle σ. Hence

C = (N/Y) g(x/Rp, s/Rp, σ/Rp),

where g is a pure number. At the surface, after much sputtering, g can depend on σ/Rp alone.

Conservation gives its value when every ion is retained. In the steady state, removing a layer ds takes away C(0) ds implanted atoms per unit area, while (N/Y) ds ions arrive. The two must balance, so C(0) = N/Y and g = 1. What remains is to find how the surface approaches this value, what happens when some ions are not retained, and what changes when implanted atoms do take up volume.

**2. Assumptions and the meaning of Y**

The yield Y and the range distribution are constant during the implant. Depths are measured inward from the instantaneous surface. The probability density of the rest depth is f(z), and F(x) is its integral from −∞ to x. For a Gaussian,

F(x) = ½{1 + erf[(x − Rp)/(√2 σ)]}.

A Gaussian has a tail at z < 0, outside the target. Those ions are counted as lost, so the retained fraction is

η = 1 − F(0),  1 − η = ½ erfc[Rp/(√2 σ)].

If a code instead rescales the Gaussian so that all ions rest inside the target, then F(0) = 0 and η = 1 in the general formulas below, and the explicit Gaussian expressions for C, C_peak and G must be divided by the retained fraction 1 − ½ erfc[Rp/(√2 σ)].

In the zero-volume model, Y counts host atoms, since they alone occupy the removed layer; implanted atoms in that layer leave with it. The distinction between host atoms and all atoms is of relative order 1/Y. It is negligible for Y ≫ 1 and is treated in Section 5.

**3. Profile without implanted volume**

Consider the ions that arrive when the sputtered depth is s′, with s′ between 0 and s. An ion with range z comes to rest at distance s′ + z below the original surface. At the end the surface lies at s, so the ion's final depth is

x = s′ + z − s,  that is,  z = x + s − s′.

The fluence increment dΦ′ = (N/Y) ds′ therefore contributes f(x + s − s′) dΦ′ to the concentration at x. Summing over arrivals,

C(x) = (N/Y) ∫₀ˢ f(x + s − s′) ds′.

Put u = x + s − s′. Then ds′ = −du, and the limits s′ = 0 and s′ = s become u = x + s and u = x. The minus sign reverses the limits:

C(x) = (N/Y) ∫ₓ^{x+s} f(u) du = (N/Y)[F(x + s) − F(x)].

For the Gaussian the constants ½ cancel, leaving

C(x) = (N/2Y){erf[(x + s − Rp)/(√2 σ)] − erf[(x − Rp)/(√2 σ)]}.

For x well beyond Rp both error functions are close to 1. Code should then use the equal difference erfc[(x − Rp)/(√2 σ)] − erfc[(x + s − Rp)/(√2 σ)], which avoids the loss of digits in subtracting two numbers close to 1.

*Surface value.* At x = 0,

C(0) = (N/Y)[F(s) − F(0)],  dC(0)/ds = (N/Y) f(s) > 0.

The surface concentration rises monotonically, and since F(s) → 1 its limit is

C(0) → ηN/Y.

This step uses no property of the Gaussian. The condition Rp ≫ σ serves to make η close to 1. For the Gaussian the rise is centred on s = Rp and has width σ: the surface has to recede to the depth where the first ions came to rest before it meets a high concentration.

*Small fluence.* If s ≪ σ and also s|x − Rp| ≪ σ², the integrand hardly changes over the interval of length s, so

C(x) ≈ (N/Y) s f(x) = Φ f(x).

This is the usual unsputtered profile. The second condition is the stricter one in the tails, and so at the surface: with Rp = 28 nm and σ = 10 nm, a recession of only 1 nm already makes C(0) 15 % larger than Φ f(0).

*Peak.* Differentiating the profile gives dC/dx = (N/Y)[f(x + s) − f(x)]. For the Gaussian, which is symmetric about Rp, this vanishes when x + s and x lie symmetrically about Rp:

x + s − Rp = Rp − x,  so  x = Rp − s/2.

At smaller x, the point x + s is nearer to Rp than x is, so the derivative is positive; at larger x it is negative. The stationary point is therefore a maximum. Inserting it, and using the oddness of erf, gives the height

C_peak = (N/Y) erf[s/(2√2 σ)].

The peak moves towards the surface at half the recession rate and reaches it at s = 2Rp. From then on C falls with depth everywhere. These peak results rest on the symmetry of f. For the skewed gamma distribution of Section 4, of mean 27 nm, the peak at s = 20 nm lies near 10 nm rather than 17 nm, and since that f vanishes at the surface the peak stays below the surface at every finite s.

*Steady profile.* For s → ∞,

C(x) = (N/Y)[1 − F(x)],

which is a plateau near the surface when Rp ≫ σ and falls to half of N/Y at the median range, x = Rp for the Gaussian.

*Retained dose.* Define G(x) = ∫ₓ^∞ [1 − F(x′)] dx′. Write F(x + s) − F(x) as [1 − F(x)] − [1 − F(x + s)] and integrate over x from 0 to ∞:

D = (N/Y)[G(0) − G(s)].

Integration by parts turns G into ∫ₓ^∞ (z − x) f(z) dz. Let p and P be the density and cumulative function of the standard normal distribution, and let h = (Rp − x)/σ. Setting z = Rp + σt splits the integral into a part proportional to Rp − x and a part ∫ t p(t) dt from −h to ∞, which equals p(h). Thus

G(x) = (Rp − x) P(h) + σ p(h).

Since G(s) → 0, the dose saturates at (N/Y)G(0), which is close to N Rp/Y when Rp ≫ σ. Further implantation then replaces implanted atoms without adding to their number.

**4. Worked example: a gallium beam on silicon**

Take rough typical values for a 30 keV gallium focused ion beam at normal incidence on silicon: N = 5.0×10²² cm⁻³, Rp = 28 nm, σ = 10 nm and Y = 2.5. The limiting concentration is

N/Y = 5.0×10²² / 2.5 = 2.0×10²² cm⁻³.

With Rp/σ = 2.8, the part of the Gaussian outside the target is 0.26 %, so the limit is lowered by that fraction of N/Y, to 1.995×10²² cm⁻³.

For s = Rp the fluence is

Φ = N Rp/Y = (5.0×10²² cm⁻³)(28×10⁻⁷ cm)/2.5 = 5.6×10¹⁶ cm⁻².

Here F(s) = ½, and the surface stands at 0.99×10²² cm⁻³, half of N/Y less the small F(0) term. At s = 10 nm it was 6.7×10²⁰ cm⁻³; at s = 40 nm it is 1.76×10²² cm⁻³. The transition thus occupies a few straggles of recession around s = Rp.

To reach 95 % of N/Y, one needs F(s) = 0.95 + F(0), which gives s = 44.7 nm. The fluence is

Φ₉₅ = (5.0×10²²)(44.7×10⁻⁷)/2.5 = 8.9×10¹⁶ cm⁻²,

or 14.3 mC/cm² for singly charged ions.

At s = 20 nm the peak lies at 28 − 10 = 18 nm and has height 1.37×10²² cm⁻³. At s = 60 nm, which exceeds 2Rp = 56 nm, the peak is at the surface. The fluence is then 1.2×10¹⁷ cm⁻², and the unsputtered formula would put 4.8×10²² cm⁻³ at the peak, nearly the density of the target itself. With recession the surface holds 1.99×10²² cm⁻³. The retained dose is 5.6×10¹⁶ cm⁻², less than half of what was delivered, and agrees with N Rp/Y.

These profiles were tested by following material layers 0.25 nm thick, depositing ions by depth and removing 0.05 nm from the top per step. At s = 2, 20, 28, 60 and 200 nm the largest departure from the profile formula was 0.10 % of N/Y. The same procedure at s = 200 nm tested the role of range shape. A Gaussian with σ = Rp = 28 nm gave a surface value of 0.84 N/Y, in agreement with η = P(1). A skewed gamma distribution of shape 3 and scale 9 nm, lying wholly inside the target, gave 1.00 N/Y.

**5. Implanted atoms with volume**

At Y = 2.5 the implant is not dilute, and its volume cannot be ignored. Let each implanted atom occupy 1/N, the same as a host atom, and let the target expand along its depth only. From here on Y counts all removed atoms, implanted ones included, which leave in proportion to the surface composition.

Use the surface as the origin. Per unit fluence, a thickness Y/N is removed at the top, while ions resting between 0 and x add a thickness [F(x) − F(0)]/N. The region between 0 and x keeps its length, so the material entering it from below must make up the difference. The speed towards the surface, per unit fluence, is

w(x) = [Y − F(x) + F(0)]/N.

Follow a thin parcel that starts at depth x₀. It moves according to dx/dΦ = −w. Its thickness δ grows by the ions deposited in it:

d(ln δ)/dΦ = f(x)/N = −dw/dx.

Along the same path,

d(ln w)/dΦ = (1/w)(dw/dx)(dx/dΦ) = −dw/dx.

The two rates are equal, so δ is proportional to w, and the parcel has expanded by the factor w(x)/w(x₀). Its host atoms are unchanged in number, so the host fraction is w(x₀)/w(x). The rest is implant:

C(x) = N[1 − w(x₀)/w(x)] = N[F(x₀) − F(x)]/[Y − F(x) + F(0)].

The starting depth follows from the fluence,

Φ = ∫ₓ^{x₀} dx′/w(x′).

An implementation solves this for x₀ at each x. At the surface,

C(0) = (N/Y)[F(x₀) − F(0)].

This is the earlier surface formula with x₀ in place of s. If Y > η, w is positive at every depth, x₀ grows without bound, and the limit is again ηN/Y. The surface limit survives the change of model, but the rest of the profile does not. The steady form is

C(x) = N[1 − F(x)]/[Y − F(x) + F(0)].

In the example this gives 1.25×10²² cm⁻³ at x = Rp, against 1.00×10²² cm⁻³ without implanted volume. The approach is slower, because deposited atoms partly refill what sputtering removes. The 95 % level still requires x₀ = 44.7 nm, but the integral gives a fluence of 1.08×10¹⁷ cm⁻², 21 % more than before. Layers that swell, 0.125 nm thick at the start and removed in steps of 0.025 nm, gave the same value to three digits; going to these from layers and steps twice as large shifted it by 0.07 %. That small shift is not an error bound, since the layer result departs from the integral by up to about 0.3 %, in either direction, as the initial layer thickness is varied between 0.1 and 0.3 nm.

The net recession is the removed thickness less the thickness added by all ions that came to rest in the target, including those sputtered later. It equals (Y − η)Φ/N. At 4.0×10¹⁷ cm⁻² this is 120 nm, while YΦ/N is 200 nm. A measured pit depth should therefore not be inserted for s.

*Yield below one.* If Y < η, the value ηN/Y would exceed N, which is impossible at fixed atomic volume. Instead, w vanishes at the depth where F(x) − F(0) = Y. Parcels that start above this depth move to the surface, and as Φ grows the parcel now arriving there started ever closer to it. So F(x₀) − F(0) → Y, and the surface formula gives C(0) → N: the target grows and its surface becomes pure implant. With Y = 0.5 and the range data of the example, the layer calculation gave an implant fraction of 99.95 % after 200 nm of material had been removed. The missing 0.05 % is a discretisation error of the layer calculation: the equation for x₀ leaves a host fraction below 10⁻⁶ at this fluence. When all ions are retained, the statement that the surface tends to N/Y thus fails for Y < 1.

*Yield quoted for host atoms.* If Y counts host atoms alone and η = 1, the steady state emits Y host atoms and one implanted atom per ion. The surface ratio of implant to host is 1/Y. With the host density held at N, this is the concentration N/Y of Section 3. With the total density held at N, it is

C(0) = N/(Y + 1),

or 1.43×10²² cm⁻³ in the example. The convention behind a tabulated yield therefore changes the result by 29 % of N/Y here.

**6. Unequal sputtering and mixing**

Suppose that an implanted atom at the surface is r times as likely to be ejected as a host atom, with the total yield Y fixed and η = 1. If c is the implant fraction at the surface, the implant fraction of the ejected atoms is rc/(rc + 1 − c). In the steady state one implanted atom leaves per ion, so this equals 1/Y. Cross-multiplying,

Yrc = rc + 1 − c,  hence  c = 1/[1 + r(Y − 1)].

For r = 1 this is 1/Y, or 40 % in the example. It becomes 57 % for r = 0.5 and 25 % for r = 2. These fractions describe the layer from which atoms are ejected. Without mixing, the fraction just below that layer stays near 1/Y for every r, because the material rising into it must supply one implanted atom for every Y atoms removed.

The balance does not ask where below the surface an ion stopped or how it was moved afterwards. Mixing therefore leaves the limit in place, provided that a steady state is reached and sputtering is the only way out. As an extreme case, atoms were counted in and out of a fully mixed layer 60 nm thick. For r = 0.5, 1 and 2 it settled at the fractions above to within 10⁻⁴.

**7. Use for a real beam**

The range, straggle and yield used here are ordinary for 30 keV gallium on silicon at normal incidence, though each is a rough value. Equal atomic volumes are a fair assumption, since metallic gallium also has roughly 5×10²² atoms per cm³. The assumption most clearly broken is that of constant yield and equal ejection: a surface that is 40 % gallium is no longer silicon, and the walls of a milled pit are not hit at normal incidence. With N fixed, yields of 2.0 and 3.0 move N/Y to 2.5×10²² and 1.7×10²² cm⁻³, and a factor of two in r has a larger effect on the layer from which atoms are ejected. The range enters the limit only through η, but it sets the fluence needed: shortening Rp by 20 % at fixed σ, N and Y lowers the zero-volume Φ₉₅ by 10 %, to 8.0×10¹⁶ cm⁻², and shortening Rp and σ together by 20 % lowers it by the full 20 %. Taken together, yields from 2 to 3 and r from 0.5 to 2 put the implant fraction of that layer anywhere from 20 % to 67 %, so for this beam N/Y estimates the surface concentration only to about a factor of two. It is a chemical concentration, far above the equilibrium solubility of gallium in silicon, and must not be passed to a device model as an active doping level.

The numerical output below lists the values at more digits than the rough inputs justify, so that an implementation can be compared with them.

Values computed for the example and the checks

```
Target atomic density N = 5.00e+22 cm^-3
Range Rp = 28.0 nm, straggle = 10.0 nm, Rp/straggle = 2.80
Sputter yield Y = 2.50 atoms/ion
N/Y = 2.000e+22 cm^-3
Gaussian part outside target = 0.256 %
Surface limit with that loss = 1.9949e+22 cm^-3
Profiles, implanted atoms without volume:
 s = 10 nm: fluence 2.00e+16 cm^-2, surface 6.675e+20 cm^-3, retained 1.973e+16 cm^-2
 s = 20 nm: fluence 4.00e+16 cm^-2, surface 4.186e+21 cm^-3, retained 3.761e+16 cm^-2
 s = 28 nm: fluence 5.60e+16 cm^-2, surface 9.949e+21 cm^-3, retained 4.804e+16 cm^-2
 s = 40 nm: fluence 8.00e+16 cm^-2, surface 1.765e+22 cm^-3, retained 5.489e+16 cm^-2
 s = 60 nm: fluence 1.20e+17 cm^-2, surface 1.994e+22 cm^-3, retained 5.601e+16 cm^-2
Peak at s = 20 nm: depth 18.0 nm, formula 1.365e+22 cm^-3
Same peak, simulation = 1.365e+22 cm^-3
Peak without sputtering, fluence of s = 60 nm: 4.79e+22 cm^-3
Saturated retained dose = 5.602e+16 cm^-2
N*Rp/Y = 5.600e+16 cm^-2
Sputtered depth for 95 % of N/Y = 44.70 nm
Fluence for 95 % of N/Y = 8.940e+16 cm^-2
  as charge = 14.32 mC/cm^2
Largest profile error of simulation = 0.10 % of N/Y
Simulated surface at s = 200 nm = 1.9946e+22 cm^-3
Broad range (Rp = straggle): surface/(N/Y) = 0.840
Skewed range: surface/(N/Y) = 1.0000
Effects neglected by the simple model:
 With implanted volume: 95 % fluence = 1.081e+17 cm^-2
  simulation = 1.083e+17 cm^-2
  shift on halving steps = -0.066 %
  simulated surface limit = 1.9948e+22 cm^-3
  steady C at Rp: 1.248e+22 cm^-3
  steady C at Rp without volume: 1.000e+22 cm^-3
  net recession at fluence 4.0e+17 cm^-2 = 120.2 nm
 If Y counts host atoms only: N/(Y+1) = 1.429e+22 cm^-3
 Implant 0.5 times as easily sputtered: surface fraction 57.1 %
 Implant 1.0 times as easily sputtered: surface fraction 40.0 %
 Implant 2.0 times as easily sputtered: surface fraction 25.0 %
 Yield 2.0 atoms/ion: N/Y = 2.500e+22 cm^-3
 Yield 3.0 atoms/ion: N/Y = 1.667e+22 cm^-3
 Range 20 % shorter: 95 % fluence = 8.042e+16 cm^-2
 Yield 0.5 with volume: surface implant fraction = 99.95 %
```
